# Reading a Schottky Barrier from the First Semiconductor Layer: a program that tests the result

```python
"""
Result under test: the n-type barrier at a metal-semiconductor contact is
    barrier = V_deep + (E_c - V)_bulk - E_F,
with V_deep the reference potential beyond the interface charge. An edge read
from the first-layer density of states (DOS), or alignment to the first-layer
potential, does not give this barrier.

Model: planes stacked along z, conserved in-plane wavevector k, E_F = 0.
Metal: one orbital per plane. Semiconductor: two planes per cell (a "layer"),
joined by a strong bond t1(k) inside the cell and a weak bond t2 between cells.
U: self-consistent electron potential energy, zero deep in the metal.
offset: semiconductor midgap energy before charge transfer.
Energies are in eV; DOS and charges include both spins.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

METAL_LEVEL, METAL_HOP, METAL_INPLANE = -0.4, 2.0, 0.3
STRONG, WEAK, STRONG_DISPERSION = 2.0, 1.4, 0.3
INTERFACE_HOP = 1.4
SPACING, AREA = 2.0e-10, 16.0e-20
SHEET = const.e * SPACING / (const.epsilon_0 * AREA)  # eV per electron
N_METAL, N_CELLS, DEEP = 20, 18, 12


def k_mesh(n):
    """Midpoint mesh; returns cos(kx)+cos(ky) and normalized weights."""
    k = (np.arange(n) + 0.5) * np.pi / n
    i, j = np.tril_indices(n)
    weights = np.where(i == j, 1.0, 2.0) / n**2
    return np.cos(k[i]) + np.cos(k[j]), weights


def strong_bond(c):
    return STRONG + STRONG_DISPERSION * (2.0 - c)


def chain(U, n_metal, offset, c, contact=INTERFACE_HOP):
    """On-site energies and bonds of the chain belonging to one c or many."""
    n_semi = len(U) - n_metal
    site = [METAL_LEVEL - 2 * METAL_INPLANE * c + u for u in U[:n_metal]]
    site += [offset + u + 0.0 * c for u in U[n_metal:]]
    bond = [METAL_HOP] * (n_metal - 1) + [contact]
    bond += [strong_bond(c) if m % 2 == 0 else WEAK for m in range(n_semi - 1)]
    return site, bond


def metal_self_energy(w):
    root = np.sqrt(w - 2 * METAL_HOP) * np.sqrt(w + 2 * METAL_HOP)
    return (w - root) / 2


def semi_self_energy(w, c):
    """Half-space starting with a strong bond, attached by a weak bond."""
    b = w**2 + WEAK**2 - strong_bond(c)**2
    root = np.sqrt(b**2 - 4 * w**2 * WEAK**2 + 0j)
    root = np.where((np.conj(b) * root).real < 0, -root, root)
    return WEAK**2 * 2 * w / (b + root)


def local_green(z, c, U, n_metal, offset, contact=INTERFACE_HOP):
    """Diagonal Green function, array (site, energy, k)."""
    z = np.asarray(z, dtype=complex).reshape(-1, 1)
    c = np.atleast_1d(c)
    site, bond = chain(U, n_metal, offset, c, contact)
    n = len(U)
    left = [metal_self_energy(z - METAL_LEVEL + 2 * METAL_INPLANE * c)]
    for i in range(n - 1):
        left.append(bond[i]**2 / (z - site[i] - left[i]))
    green = np.empty((n, z.shape[0], c.size), dtype=complex)
    right = semi_self_energy(z - offset - U[-1], c)
    for i in range(n - 1, -1, -1):
        green[i] = 1 / (z - site[i] - left[i] - right)
        if i:
            right = bond[i - 1]**2 / (z - site[i] - right)
    return green


nodes, node_weights = np.polynomial.legendre.leggauss(40)
x = (nodes + 1) / 2
Y = x / (1 - x)
Y_WEIGHT = node_weights / 2 / (1 - x)**2
C_SCF, W_SCF = k_mesh(12)


def occupations(U, n_metal, offset, c, wk):
    g = local_green(1j * Y, c, U, n_metal, offset).real
    return 1 + 2 / np.pi * ((g @ wk) @ Y_WEIGHT)


w_bulk = 1j * Y[:, None] - METAL_LEVEL + 2 * METAL_INPLANE * C_SCF
g_bulk = 1 / (w_bulk - 2 * metal_self_energy(w_bulk))
METAL_FILLING = 1 + 2 / np.pi * (Y_WEIGHT @ (g_bulk.real @ W_SCF))


def solve_contact(offset, n_metal=N_METAL, n_cells=N_CELLS):
    """Newton solution of charge and planar Poisson equation."""
    n = n_metal + 2 * n_cells
    neutral = np.ones(n)
    neutral[:n_metal] = METAL_FILLING

    def residual(U):
        dn = occupations(U, n_metal, offset, C_SCF, W_SCF) - neutral
        charge_to_right = np.cumsum(dn[::-1])[::-1]
        return U - SHEET * np.cumsum(charge_to_right), dn

    U = np.zeros(n)
    for iteration in range(40):
        F, dn = residual(U)
        if np.max(np.abs(F)) < 1e-7:
            return U, dn
        if iteration in (0, 2, 5, 10):
            jac = np.empty((n, n))
            for j in range(n):
                shifted = U.copy()
                shifted[j] += 1e-5
                jac[:, j] = (residual(shifted)[0] - F) / 1e-5
        step = -np.linalg.solve(jac, F)
        U = U + step * min(1.0, 0.3 / np.max(np.abs(step)))
    raise AssertionError("self-consistency not reached")


def extend(U, extra_metal, extra_cells):
    return np.concatenate([np.zeros(extra_metal), U,
                           np.full(2 * extra_cells, U[-1])])


def slab_edges(U, offset):
    """Band edges from eigenstates of a long slab living deep inside."""
    long_U = extend(U, 40, 280)
    site, bond = chain(long_U, N_METAL + 40, offset, 2.0)
    energy, state = eigh_tridiagonal(np.array(site), np.array(bond))
    deep_weight = np.sum(state[N_METAL + 40 + 20:]**2, axis=0)
    inside = energy[deep_weight > 0.5]
    return inside[inside < 0].max(), inside[inside > 0].min()


def layer_dos(energies, eta, c, wk, U, offset, contact=INTERFACE_HOP):
    """DOS per layer, array (layer, energy)."""
    parts = []
    for block in np.array_split(energies, max(1, len(energies) // 20)):
        g = local_green(block + 1j * eta, c, U, N_METAL, offset, contact)
        rho = -2 / np.pi * (g[N_METAL:].imag @ wk)
        parts.append(rho[0::2] + rho[1::2])
    return np.concatenate(parts, axis=1)


# Bulk band edges relative to the reference potential, by diagonalization
bulk_levels = []
for c in np.linspace(-2, 2, 21):
    for q in np.linspace(0, np.pi, 41):
        h = strong_bond(c) + WEAK * np.exp(-1j * q)
        bulk_levels.append(np.linalg.eigvalsh([[0, h], [np.conj(h), 0]]))
bulk_levels = np.array(bulk_levels)
edge_c, edge_v = bulk_levels[:, 1].min(), bulk_levels[:, 0].max()
assert abs(edge_c - (STRONG - WEAK)) < 1e-10
assert abs(edge_v + (STRONG - WEAK)) < 1e-10

print(f"metal: level {METAL_LEVEL}, hop {METAL_HOP}, in-plane {METAL_INPLANE} eV")
print(f"semiconductor bonds: strong {STRONG}, weak {WEAK} eV")
print(f"in-plane dispersion of strong bond: {STRONG_DISPERSION} eV")
print(f"contact bond: {INTERFACE_HOP} eV")
print(f"plane spacing {SPACING*1e10:.1f} A, cell area {AREA*1e20:.1f} A^2")
print(f"sheet energy e^2 d/(eps0 A): {SHEET:.3f} eV per electron")
print(f"bulk metal filling: {METAL_FILLING:.4f} electrons per site")
print(f"bulk E_c - V: {edge_c:.4f} eV; bulk gap: {edge_c-edge_v:.4f} eV")

solutions = {}
first_errors = []
for offset in (0.4, -0.4):
    U, dn = solve_contact(offset)
    layer_U = U[N_METAL:].reshape(-1, 2).mean(axis=1)
    aligned = offset + layer_U + edge_c
    slab_v, slab_c = slab_edges(U, offset)
    barrier = aligned[DEEP - 1]
    assert 0 < barrier < edge_c - edge_v      # E_F lies in the gap
    assert abs(barrier - slab_c) < 0.003      # finite-slab confinement
    assert abs(barrier - (edge_c - edge_v) - slab_v) < 0.003
    assert abs(U[0]) < 0.02                   # metal end is bulk-like
    first_errors.append(aligned[0] - slab_c)
    solutions[offset] = (U, dn, barrier)
    print(f"--- bare midgap offset {offset:+.1f} eV ---")
    print(f"bare barrier without charge transfer: {offset+edge_c:.4f} eV")
    print(f"electrons gained by semiconductor: {dn[N_METAL:].sum():+.5f} per cell")
    print(f"net charge left in solved region: {dn.sum():+.1e} electrons")
    print(f"potential shift U deep in semiconductor: {U[-1]:+.4f} eV")
    for layer in (1, 2, 3, 4, 6, 8, 12):
        print(f"barrier aligned at layer {layer:2d}: {aligned[layer-1]:.4f} eV")
    print(f"slab spectrum: E_c {slab_c:.4f} eV, E_v {slab_v:.4f} eV")
    print(f"first-layer alignment error: {1000*first_errors[-1]:+.1f} meV")
assert max(np.abs(first_errors)) > 0.02

offset = 0.4
U, dn, barrier = solutions[offset]

# Charges from occupied eigenstates of a long finite chain.
# A 0.02 eV smearing suppresses the level discreteness of the finite metal.
c_test, w_test = k_mesh(4)
n_green = occupations(U, N_METAL, offset, c_test, w_test)
n_states = np.zeros(len(U))
long_U = extend(U, 350, 20)
for c, weight in zip(c_test, w_test):
    site, bond = chain(long_U, N_METAL + 350, offset, c)
    energy, state = eigh_tridiagonal(np.array(site), np.array(bond))
    filled = 2 * expit(-energy / 0.02)
    n_states += weight * (state**2 @ filled)[350:350 + len(U)]
charge_difference = np.max(np.abs((n_green - n_states)[N_METAL:]))
assert charge_difference < 5e-4

# Tail decay at k = 0 against the complex band structure
tail = layer_dos(np.array([0.0]), 1e-9, np.array([2.0]), np.array([1.0]),
                 U, offset)[:, 0]
decay_measured = tail[11] / tail[10]
V_deep = offset + U[-1]
kappa_a = np.arccosh((STRONG**2 + WEAK**2 - V_deep**2) / (2 * STRONG * WEAK))
decay_complex = np.exp(-2 * kappa_a)
assert abs(decay_measured / decay_complex - 1) < 0.01

# Gap states at E_F, with and without the contact bond
c_fine, w_fine = k_mesh(30)
gap_dos = layer_dos(np.array([0.0]), 1e-6, c_fine, w_fine, U, offset)[:, 0]
cut_dos = layer_dos(np.array([0.0]), 1e-6, c_fine, w_fine, U, offset, 0.0)[:, 0]
assert cut_dos[0] < 0.01 * gap_dos[0]
assert gap_dos[DEEP - 1] < 0.01 * gap_dos[0]

# Edge readings: first energy above E_F where the DOS reaches a threshold
scan = np.arange(0.0, 1.6, 0.005)
dos = layer_dos(scan, 0.002, c_fine, w_fine, U, offset)


def read_edge(layer, threshold):
    above = np.flatnonzero(dos[layer - 1] >= threshold)
    assert above.size > 0
    return scan[above[0]]


print("--- layer DOS for offset +0.4 eV ---")
for layer in (1, 2, 3, 4, 6, 12):
    print(f"DOS at E_F, layer {layer:2d}: {gap_dos[layer-1]:.3e} states/eV")
print(f"same, layer 1, contact bond cut: {cut_dos[0]:.1e} states/eV")
print(f"k=0 tail factor per cell, Green function: {decay_measured:.5f}")
print(f"k=0 tail factor, complex bands: {decay_complex:.5f}")
print(f"kappa*a at E_F: {kappa_a:.4f}")
for threshold in (0.02, 0.05, 0.10):
    print(f"edge read at {threshold:.2f} states/eV: layer 1 "
          f"{read_edge(1, threshold):.3f}, layer {DEEP} "
          f"{read_edge(DEEP, threshold):.3f} eV")
assert abs(read_edge(1, 0.02) - barrier) > 0.1
assert abs(read_edge(DEEP, 0.02) - barrier) < 0.05

# Larger self-consistent region
U_large, _ = solve_contact(offset, 28, 22)
layer_large = U_large[28:].reshape(-1, 2).mean(axis=1)
change = offset + layer_large[DEEP - 1] + edge_c - barrier
assert abs(change) < 0.005
print(f"largest charge difference, two methods: {charge_difference:.1e} electrons")
print(f"barrier change in larger region: {1000*change:+.2f} meV")
print(f"final barrier: {barrier:.4f} eV = {barrier*const.e*1e19:.4f}e-19 J")
print("done: every assertion held")
```

Output:

```
metal: level -0.4, hop 2.0, in-plane 0.3 eV
semiconductor bonds: strong 2.0, weak 1.4 eV
in-plane dispersion of strong bond: 0.3 eV
contact bond: 1.4 eV
plane spacing 2.0 A, cell area 16.0 A^2
sheet energy e^2 d/(eps0 A): 22.619 eV per electron
bulk metal filling: 1.0645 electrons per site
bulk E_c - V: 0.6000 eV; bulk gap: 1.2000 eV
--- bare midgap offset +0.4 eV ---
bare barrier without charge transfer: 1.0000 eV
electrons gained by semiconductor: -0.01156 per cell
net charge left in solved region: +5.0e-05 electrons
potential shift U deep in semiconductor: -0.2794 eV
barrier aligned at layer  1: 0.7540 eV
barrier aligned at layer  2: 0.7245 eV
barrier aligned at layer  3: 0.7214 eV
barrier aligned at layer  4: 0.7208 eV
barrier aligned at layer  6: 0.7206 eV
barrier aligned at layer  8: 0.7206 eV
barrier aligned at layer 12: 0.7206 eV
slab spectrum: E_c 0.7208 eV, E_v -0.4797 eV
first-layer alignment error: +33.2 meV
--- bare midgap offset -0.4 eV ---
bare barrier without charge transfer: 0.2000 eV
electrons gained by semiconductor: +0.00894 per cell
net charge left in solved region: +5.3e-05 electrons
potential shift U deep in semiconductor: +0.3886 eV
barrier aligned at layer  1: 0.5264 eV
barrier aligned at layer  2: 0.5772 eV
barrier aligned at layer  3: 0.5852 eV
barrier aligned at layer  4: 0.5874 eV
barrier aligned at layer  6: 0.5885 eV
barrier aligned at layer  8: 0.5886 eV
barrier aligned at layer 12: 0.5886 eV
slab spectrum: E_c 0.5889 eV, E_v -0.6116 eV
first-layer alignment error: -62.5 meV
--- layer DOS for offset +0.4 eV ---
DOS at E_F, layer  1: 1.009e-01 states/eV
DOS at E_F, layer  2: 3.275e-02 states/eV
DOS at E_F, layer  3: 1.124e-02 states/eV
DOS at E_F, layer  4: 4.062e-03 states/eV
DOS at E_F, layer  6: 6.054e-04 states/eV
DOS at E_F, layer 12: 4.116e-06 states/eV
same, layer 1, contact bond cut: 2.5e-07 states/eV
k=0 tail factor per cell, Green function: 0.49711
k=0 tail factor, complex bands: 0.49711
kappa*a at E_F: 0.3495
edge read at 0.02 states/eV: layer 1 0.000, layer 12 0.740 eV
edge read at 0.05 states/eV: layer 1 0.000, layer 12 0.765 eV
edge read at 0.10 states/eV: layer 1 0.000, layer 12 0.860 eV
largest charge difference, two methods: 1.2e-05 electrons
barrier change in larger region: -0.00 meV
final barrier: 0.7206 eV = 1.1545e-19 J
done: every assertion held
```
